# Slowing hydrogen in the bluest n = 30 Stark state

## Question

I am trying to work out how strongly an electric field gradient can brake a hydrogen atom in the highest-energy ("bluest") Stark state of $n=30$, with $m=0$. The atom enters at 700 m/s. Over the next 3 mm the field strength rises linearly from 50 to 350 V/cm.

I know that the shift is roughly proportional to the field, so I would multiply a slope by the change in field and call that the lost kinetic energy. Three things stop me.

1. I can't derive the slope with its sign, and I don't know whether the next term in the field matters.
2. I was told to stay below the ionization limit $F=1/(16n^4)$, which is 397 V/cm here. But when I add the upward Stark shift, the level at 350 V/cm lies above the saddle of the potential. Has the atom not been ionized already?
3. Levels from $n=31$ come down and meet mine on the way. Why may I keep following the same state?

How much kinetic energy is removed, and what is the deceleration?

## Answer

### Why the internal energy acts as a hill

I use Hartree atomic units for the electron and laboratory units for field, length and speed. With the field along $+z$, the electron (charge $-1$) has

$$H=\frac{p^2}{2}-\frac1r+Fz .$$

The nucleus is held fixed when the levels are computed, and spin and relativity are left out. Let $W(F)$ be the energy of the chosen state. If the field changes slowly and the atom stays in that state, the motion along the path coordinate $X$ conserves

$$\tfrac12Mv^2+W(F(X)).$$

Differentiating with respect to time and dividing by $v$ gives

$$M\frac{dv}{dt}=-\frac{dW}{dF}\frac{dF}{dX}.$$

A state whose energy rises with field is therefore slowed where the field grows. This treats the field as uniform across the atom. In the example, the field changes over the length $\langle z\rangle$ found below by about $10^{-4}$ of the initial field. The field starts at 50 V/cm and not at zero, so that the state always has an axis to follow. The results apply to atoms that do not radiate during the flight. That is a real restriction. Weighting the hydrogen decay rates by the $l$ content of the weak-field state gives a spontaneous lifetime of about 24 µs, so roughly 22% of the atoms decay during a 5.9 µs flight. Blackbody radiation at 300 K moves at least another 8% or so to other levels (about 2% at 77 K).

### Separating the electron's motion

Take $\xi=r+z$ and $\eta=r-z$, so that $r=(\xi+\eta)/2$ and $z=(\xi-\eta)/2$. Since $\nabla\xi=\hat r+\hat z$ and $\nabla\eta=\hat r-\hat z$,

$$|\nabla\xi|^2=\frac{2\xi}{r},\quad |\nabla\eta|^2=\frac{2\eta}{r},\quad \nabla\xi\cdot\nabla\eta=0,\quad \nabla^2\xi=\nabla^2\eta=\frac2r .$$

For $m=0$ the chain rule then gives

$$\nabla^2\psi=\frac{4}{\xi+\eta}\left[\partial_\xi(\xi\,\partial_\xi\psi)+\partial_\eta(\eta\,\partial_\eta\psi)\right].$$

Multiply the Schrödinger equation by $-(\xi+\eta)/2$. The Coulomb term becomes the constant 1, and the field term becomes $-F(\xi^2-\eta^2)/4$. With $\psi=f(\xi)g(\eta)$ the equation splits:

$$(\xi f')'+\left(\tfrac{W\xi}{2}-\tfrac{F\xi^2}{4}+\beta_1\right)f=0,$$

$$(\eta g')'+\left(\tfrac{W\eta}{2}+\tfrac{F\eta^2}{4}+\beta_2\right)g=0,\qquad \beta_1+\beta_2=1 .$$

The constants $\beta_1,\beta_2$ say how the unit nuclear charge is shared between the two motions.

Put $W=-\varepsilon^2/2$, and let $x=\varepsilon\xi$ or $x=\varepsilon\eta$. Each $\beta$ is then an eigenvalue of

$$\varepsilon\left[-\frac{d}{dx}x\frac{d}{dx}+\frac x4\right]\pm\frac{F}{4\varepsilon^2}x^2,$$

with the upper sign for $\xi$. For $F=0$ the eigenfunctions are $u_q=e^{-x/2}L_q(x)$. Differentiation gives

$$(xu_q')'=e^{-x/2}\left[xL_q''+(1-x)L_q'+\left(\tfrac x4-\tfrac12\right)L_q\right],$$

and Laguerre's equation replaces the first two terms by $-qL_q$. The bracketed operator thus has eigenvalue $q+\tfrac12$. The $u_q$ are orthonormal on $0<x<\infty$.

### The field as a perturbation

The recurrence $xL_q=(2q+1)L_q-(q+1)L_{q+1}-qL_{q-1}$, used twice, gives

$$\langle q|x^2|q\rangle=(2q+1)^2+(q+1)^2+q^2=6q^2+6q+2,$$

$$\langle q+1|x^2|q\rangle=-(q+1)[(2q+1)+(2q+3)]=-4(q+1)^2,$$

$$\langle q+2|x^2|q\rangle=(q+1)(q+2).$$

The downward elements follow by symmetry: $-4q^2$ and $q(q-1)$. The unperturbed eigenvalues are nondegenerate, with spacing $\varepsilon$. The second-order term is therefore $F^2/(16\varepsilon^5)$ times

$$16q^4+\frac{q^2(q-1)^2}{2}-16(q+1)^4-\frac{(q+1)^2(q+2)^2}{2}.$$

The two terms with 16 combine to $-16(2q+1)(2q^2+2q+1)$. The other two combine to $-(2q+1)(2q^2+2q+2)$. Hence

$$\beta=\varepsilon\left(q+\tfrac12\right)\pm\frac{F}{4\varepsilon^2}(6q^2+6q+2)-\frac{F^2}{16\varepsilon^5}(2q+1)(34q^2+34q+18).$$

Now set $q=n_1$ for $\xi$ and $q=n_2$ for $\eta$, and add. Define $n=n_1+n_2+1$ and $k=n_1-n_2$. The linear terms contain

$$6(n_1^2+n_1-n_2^2-n_2)=6(n_1-n_2)(n_1+n_2+1)=6nk .$$

For the quadratic terms use $2n_1+1=n+k$, $2n_2+1=n-k$ and $34q^2+34q+18=\tfrac12[17(2q+1)^2+19]$. Their sum is

$$\tfrac12\left\{17[(n+k)^3+(n-k)^3]+38n\right\}=n(17n^2+51k^2+19).$$

With $Q=17n^2+51k^2+19$, the condition $\beta_1+\beta_2=1$ reads

$$\varepsilon n+\frac{3Fnk}{2\varepsilon^2}-\frac{F^2nQ}{16\varepsilon^5}=1 .$$

Insert $\varepsilon=(1+aF+bF^2)/n$. To the order needed, $\varepsilon^{-2}=n^2(1-2aF)$ and $\varepsilon^{-5}=n^5$. Matching powers of $F$ gives

$$a=-\tfrac32n^3k,\qquad b=3n^3k\,a+\frac{n^6Q}{16}=-\tfrac92n^6k^2+\frac{n^6Q}{16}.$$

Since $W=-\varepsilon^2/2=-[1+2aF+(a^2+2b)F^2]/(2n^2)$ and

$$a^2+2b=-\tfrac{27}{4}n^6k^2+\frac{n^6Q}{8}=\frac{n^6}{8}(17n^2-3k^2+19),$$

the level is, through second order,

$$W(F)=-\frac1{2n^2}+\frac32nkF-\frac{n^4}{16}(17n^2-3k^2+19)F^2 .$$

The linear coefficient is the mean electron position $\langle z\rangle$ in the weak-field state. In the bluest state, $n_1=n-1$ and $n_2=0$, so the electron sits on the $+z$ side, where its energy in the field is high. The quadratic term is negative for every state, since $|k|<n$ makes $17n^2-3k^2+19>0$. Because $\langle z\rangle=dW/dF$, this means the growing field shifts the electron towards $-z$.

### The energy removed

For $n=30$ and $k=29$ the coefficients are

$$\tfrac32(30)(29)=1305,\qquad \frac{30^4}{16}(15300-2523+19)=6.478\times10^8 .$$

Diagonalizing $z$ among the spherical $n=30$, $m=0$ states also gives 1305.000. Numerical solution of the separated equations in a weak field gives $6.478\times10^8$ for the second coefficient.

The end fields are $F_0=9.723\times10^{-9}$ and $F_1=6.806\times10^{-8}$ in atomic units. Therefore

$$1305(F_1-F_0)=7.613\times10^{-5},$$

$$-6.478\times10^8(F_1^2-F_0^2)=-0.294\times10^{-5},$$

$$\Delta W=7.32\times10^{-5}\ \text{hartree}=1.99\ \text{meV}.$$

Your slope-times-field estimate is thus about 4% too large relative to this sum. Solving the separated equations without expanding in $F$ gives $7.35\times10^{-5}$ hartree. The second-order result is 0.4% below that value, which measures the combined effect of the omitted higher powers of $F$.

### Exit speed and deceleration

The entry kinetic energy is $K_0=9.405\times10^{-5}$ hartree, so the fraction removed is $7.319/9.405=0.778$. Energy conservation gives

$$v_1=v_0\sqrt{1-\frac{\Delta W}{K_0}}=700\sqrt{0.222}\approx330\ \text{m/s}.$$

The mean deceleration over distance follows from $v_0^2-v_1^2=2\bar aL$:

$$\bar a=\frac{700^2-329.6^2}{2(0.003)}\approx6.36\times10^7\ \text{m/s}^2,$$

or about $6.5\times10^6$ times standard gravity.

The local deceleration is proportional to $dW/dF=1305-2(6.478\times10^8)F$, since the field gradient is constant. At second order this slope falls from 1292 at entry to 1217 at exit, and the deceleration falls with it, from $6.55\times10^7$ to $6.16\times10^7$ m/s², a drop of 6%. The exit value is the less accurate one. If the $0.031\times10^{-5}$ hartree missing from $\Delta W$ is treated as a term $cF^3$, it adds $3cF_1^2\approx3(0.031\times10^{-5})/F_1\approx14$ to the exit slope, about 1%, so the true drop is nearer 5%. Either way the braking is nearly uniform.

Integrating the equation of motion with the numerical energy curve gives an exit speed of 327 m/s after 5.86 µs. The speed is more sensitive than the energy removed. From $K_1=\tfrac12Mv_1^2$, a small energy error $\delta$ changes the speed by the fraction $\delta/(2K_1)$, and $K_1$ is just 22% of $K_0$. The 0.4% error in $\Delta W$ thus becomes about 0.8% in $v_1$.

The opposite case is a useful check on the sign. For the reddest state, $k=-29$, the linear term changes sign and the quadratic one does not. Then $\Delta W=-(7.613+0.294)\times10^{-5}=-7.91\times10^{-5}$ hartree. The same field speeds that atom up to about $700\sqrt{1+7.91/9.405}\approx950$ m/s at this order.

### Has the blue state been ionized?

On the side $z<0$ the potential is $-1/|z|-F|z|$. Its maximum along the axis is at $|z|=F^{-1/2}$, with height $-2\sqrt F$. Setting this equal to the unshifted level $-1/(2n^2)$ gives your limit, $F=1/(16n^4)$.

You are right about the shifted level. At 350 V/cm it is at $-4.69\times10^{-4}$ hartree, and the saddle is at $-5.22\times10^{-4}$ hartree. But being above the saddle is necessary for classical escape over it, not sufficient. The electron must also have its energy in the right motion, and the separation constants prevent that here.

Escape means $\eta\to\infty$. Write $g=h/\sqrt\eta$, which removes the first derivative:

$$h''+\left[\frac W2+\frac{\beta_2}{\eta}+\frac{F\eta}{4}+\frac1{4\eta^2}\right]h=0 .$$

In the semiclassical estimate the last term is dropped (the Langer correction for $m=0$). The $\eta$ motion then has energy $W/2$ in the potential $-\beta_2/\eta-F\eta/4$. The maximum of that potential is at $\eta=2\sqrt{\beta_2/F}$ and has height $-\sqrt{\beta_2F}$. A barrier remains if $W/2<-\sqrt{\beta_2F}$, that is, for $W<0$,

$$W^2>4\beta_2F .$$

If all the nuclear charge belonged to this motion, $\beta_2=1$, this would be the saddle condition $W<-2\sqrt F$. For the bluest state $n_2=0$, so $\beta_2\approx1/(2n)$ in a weak field. At 350 V/cm its numerical value is 0.0153, and $W^2/(4\beta_2F)=53$. The barrier top is far above the energy available to the $\eta$ motion.

The electron could still tunnel. The turning points are $\eta=65$ and $\eta=1.37\times10^4$ bohr, and the tunnelling factor is $e^{-2K}$ with

$$2K=2\int_{65}^{13728}\sqrt{-\frac W2-\frac{\beta_2}{\eta}-\frac{F\eta}{4}}\;d\eta\approx273 .$$

Integrating the $\eta$ equation through the barrier, with the $1/(4\eta^2)$ term kept, gives 270. In this separable model, a factor near $10^{-118}$ makes field ionization negligible during a flight of microseconds. For this state, $1/(16n^4)$ is a conventional ceiling and not the field at which it ionizes.

### Why the state survives the level crossings

The reddest $n=31$ state has $n_1=0$, $n_2=30$ and linear coefficient $\tfrac32(31)(-30)=-1395$. To first order it meets the blue $n=30$ level when

$$F=\frac{1/1800-1/1922}{1305+1395}=1.306\times10^{-8},$$

which is 67.2 V/cm. The numerical levels cross at 67.1 V/cm, early in the climb.

At the crossing both states have the same $W$ and $F$, so they obey the same $\xi$ equation. They belong to different eigenvalues of it: $\beta_1=0.984$ for the blue state and 0.016 for the red one. At a fixed field the separation constant is conserved, so the Hamiltonian does not mix the two states. A changing field could mix them only through the matrix element of $z$. With the volume element proportional to $\xi+\eta$, that element contains $(\xi+\eta)z=(\xi^2-\eta^2)/2$. Each of its two terms includes an overlap of either the two $\xi$ factors or the two $\eta$ factors. Both overlaps vanish at the crossing, because the factors are eigenfunctions of the same operator with different eigenvalues. No gap therefore opens. The coupling caused by the changing field is $\dot F\,\langle1|z|2\rangle/(W_2-W_1)$. Because the numerator vanishes together with the denominator, it stays finite at the crossing instead of diverging. It is not exactly zero, but it is negligibly small here, since the two states differ by many quanta in both $n_1$ and $n_2$. The same argument holds at the later crossings: 24 of the $n=31$, $m=0$ levels are passed by 350 V/cm. Each pair $(n_1,n_2)$ has its own energy curve, and the curves pass through one another.

That protection belongs to the model. Fine structure, a stray magnetic field or an electric field that varies across the atom breaks the separation and can open small gaps at the crossings. Whether the atom then stays on its curve depends on the size of the gap and on how fast the field changes, which I have not calculated. There is also a second risk. Above about 298 V/cm the blue level lies above the saddle, and at 350 V/cm the channels with $n_1=0$ to $5$ have $W^2<4\beta_2F$ at this energy, so they have no barrier. A perturbation that breaks the separation can couple the blue state to these channels and ionize it. That rate is not calculated here either.

### How much could be removed below the conventional limit?

Let the field rise from nearly zero to $F=1/(16n^4)$. With $k=n-1$, the second-order formula gives

$$\Delta W_{\rm lim}=\frac{3(n-1)}{32n^3}-\frac{14n^2+6n+16}{4096n^4},$$

because $17n^2-3(n-1)^2+19=14n^2+6n+16$. For $n=30$ this is $9.68\times10^{-5}$ hartree, enough to stop an atom moving at about 710 m/s. Your 700 m/s atom could just be brought to rest. It keeps 22% of its kinetic energy in your arrangement because the climb begins at 50 V/cm and ends at 350 V/cm.

For large $n$ the expression tends to $(3/32-14/4096)/n^2\approx0.090/n^2$. A higher $n$ has a larger slope, growing as $n^2$, but its conventional limit falls as $n^{-4}$. At a given field gradient a higher $n$ brakes harder, while the total energy removable below this limit is smaller.

The main values can be checked against the numerical output below.

## Values computed for the example and the checks

```
n, n1, n2, k: 30, 29, 0, 29
1 V/cm in atomic units: 1.944690e-10
Mass of the atom: 1.673533e-27 kg
Initial field: 50 V/cm = 9.72345e-09 a.u.
Final field: 350 V/cm = 6.80642e-08 a.u.
Customary limit 1/(16 n^4): 396.8 V/cm
Length: 3.0 mm; entry speed: 700 m/s
Field gradient: 1.000e+07 V/m^2
Linear coefficient, formula: 1305.000 a.u.
Linear coefficient, z diagonalized: 1305.000 a.u.
Quadratic coefficient, formula: 6.47798e+08 a.u.
Quadratic coefficient, numerical: 6.47811e+08 a.u.
Linear part of energy removed: 7.6135e-05 hartree
Quadratic part: -2.9398e-06 hartree
Energy removed, formula: 7.3195e-05 hartree
Energy removed, formula: 1.992 meV
Energy removed, numerical: 7.3507e-05 hartree
Formula minus numerical: -0.42 percent
Entry kinetic energy: 9.4046e-05 hartree
Fraction of kinetic energy removed: 0.778
Exit speed, formula: 329.6 m/s
Exit speed, equation of motion: 327.1 m/s
Flight time, equation of motion: 5.86 us
Deceleration at entry: 6.547e+07 m/s^2
Deceleration at exit: 6.165e+07 m/s^2
Mean deceleration over distance: 6.356e+07 m/s^2
Mean deceleration / standard gravity: 6.48e+06
Removal from zero field to limit: 9.6838e-05 hartree
Same removal, numerical: 9.7284e-05 hartree
Speed stopped by that removal: 710 m/s
Level at final field, numerical: -4.6942e-04 hartree
Saddle energy at final field: -5.2178e-04 hartree
beta2 at final field: 0.01528
W^2/(4 beta2 F) at final field: 53.0
Turning points in eta: 65.4 and 13728 bohr
Tunnelling exponent 2K, WKB: 272.6
Tunnelling exponent, direct integration: 269.7
Crossing with reddest n = 31 level: 67.10 V/cm
beta1 at crossing, blue n = 30: 0.9836
beta1 at crossing, red n = 31: 0.0164
Field change over dipole length / initial field: 1.4e-04
```
